# Why Step-Density Waves Stand Still While Steps Flow Through Them

## A wave that stays behind

Take a silicon (111) surface miscut by 0.5°, growing at 0.1 bilayer per second at 1200 K. In the model below its atomic steps advance at 3.59 nm/s, so in 400 s a step travels 1437 nm. Let the steps be very slightly crowded and thinned out in a periodic pattern, with 40 steps to a wavelength. The wavelength is also 1437 nm, so in those 400 s every step crosses one full period. The crowded region itself moves by 5.9 nm. What holds it in place, and what sets the small remainder?

## First case: a uniform train

The steps are straight, parallel and one layer high, and the surface descends toward $+x$. Growth moves the steps toward $+x$. Let $L$ be the terrace width, $\rho=1/L$ the step density, $v$ the step speed, and $F$ the deposition rate in layers per unit time, uniform over the surface. Suppose that every deposited atom joins a step: none desorbs and no islands form.

Each step must then absorb what falls on one terrace width. Filling a length $L$ takes one layer's worth of atoms, which arrives in a time $1/F$, so

$$v=FL=\frac{F}{\rho}.$$

The step flux $q$, the number of steps passing a fixed point per unit time, is

$$q=\rho v=F .$$

The density has cancelled. Each passing step raises the surface by one layer, and the surface rises at $F$ layers per unit time whatever the spacing.

## Generalizing: density varies in space

Let $\rho(x,t)$ vary over distances much longer than $L$. Steps are neither created nor destroyed, so their number between $x_1$ and $x_2$ changes through the ends alone:

$$\frac{d}{dt}\int_{x_1}^{x_2}\rho\,dx=q(x_1)-q(x_2)=-\int_{x_1}^{x_2}\frac{\partial q}{\partial x}\,dx .$$

The interval is arbitrary, hence

$$\frac{\partial\rho}{\partial t}+\frac{\partial q}{\partial x}=0 .$$

Now assume that the flux depends on the local density alone, $q=q(\rho)$. This is the leading order for long wavelengths. The chain rule gives $\partial q/\partial x=(dq/d\rho)\,\partial\rho/\partial x$, so

$$\frac{\partial\rho}{\partial t}+c\,\frac{\partial\rho}{\partial x}=0,\qquad c(\rho)=\frac{dq}{d\rho}.$$

An observer moving with $dx/dt=c$ sees

$$\frac{d\rho}{dt}=\frac{\partial\rho}{\partial t}+\frac{dx}{dt}\frac{\partial\rho}{\partial x}=0 .$$

A given density therefore travels at $c$, the kinematic-wave speed. Differentiating the product $q=\rho v$,

$$c=v+\rho\,\frac{dv}{d\rho}.$$

If crowding slows the steps, the second term is negative and the wave lags behind them. With $v=V(L)$ and $dL/d\rho=-1/\rho^2=-L^2$, we have $\rho\,dv/d\rho=-LV'(L)$, so

$$c=V(L)-LV'(L).$$

**Limit: no desorption.** Here $V=FL$ and $V'=F$, so $c=FL-LF=0$ for every density. At this order a large disturbance stands still as well as a small one, since $\partial\rho/\partial t=-\partial F/\partial x=0$.

The steps keep moving. A step at $X(t)$ obeys $dX/dt=F/\rho(X)$, or $\rho(X)\,dX=F\,dt$. Integrating,

$$\int_{X(0)}^{X(t)}\rho\,dx=Ft .$$

A wavelength contains $N$ steps, so each step crosses it in a time $N/F$, slowing where steps are dense and hurrying where they are sparse. A traffic queue at a fixed obstruction is similar when cars join it as fast as they leave: its members change, its place does not.

**Test on a large wave.** Discrete steps, each fed equally by its two terraces, were started with a 40 % density modulation and followed for half a crossing. That time discriminates well, because a pattern carried along by the steps would have its dense and sparse regions interchanged. The integral above predicts where each step should be in the cumulative step count of the standing profile. The largest error, relative to the amplitude of the modulation in that count, was 0.0093 for $N=100$ and 0.0024 for $N=200$. Doubling the wavelength cuts it by a factor of 3.9, close to the factor 4 of an $N^{-2}$ correction. The opposite hypothesis, rigid motion of all steps at the mean speed, misplaces steps by up to 1.86 times the same amplitude, with positions measured in mean terrace widths.

**Where the cancellation fails.** It rests on a deposition rate that does not depend on step density. In chemical vapour deposition a precursor may decompose preferentially at steps. Then $q=F(\rho)$ and $c=dF/d\rho$. For $F\propto\rho^m$,

$$c=\frac{mF}{\rho}=mv ,$$

and the wave moves even without desorption.

## Second generalization: atoms may desorb

Let $\theta$ be the adatom coverage in layers, $D$ the diffusion coefficient and $\tau$ the lifetime before desorption. Both edges of a terrace hold the coverage at its equilibrium value $\theta_{eq}$. Adatoms adjust quickly compared with step motion, so the profile is stationary. With $u=\theta-\theta_{eq}$ and $x$ measured from mid-terrace,

$$Du''-\frac{u}{\tau}+R=0,\qquad R=F-\frac{\theta_{eq}}{\tau},\qquad u(\pm L/2)=0 .$$

$R$ is the deposition rate less the equilibrium sublimation rate. Setting $x_s=\sqrt{D\tau}$, the even solution that vanishes at the edges is

$$u=R\tau\left[1-\frac{\cosh(x/x_s)}{\cosh(L/2x_s)}\right].$$

The flow into one edge is $-Du'(L/2)=(DR\tau/x_s)\tanh(L/2x_s)=Rx_s\tanh(L/2x_s)$, because $D\tau=x_s^2$. A step receives this from both sides. Since $\theta\ll1$, flow in layers times length per time equals step speed:

$$V(L)=2Rx_s\tanh\frac{L}{2x_s}.$$

Its derivative is $V'=R\,\mathrm{sech}^2(L/2x_s)$. With $z=L/x_s$,

$$\frac cv=1-\frac{LV'}{V}=1-\frac{z}{2\sinh(z/2)\cosh(z/2)}=1-\frac{z}{\sinh z}.$$

**Two limits.** For $z\ll1$, $\sinh z\approx z+z^3/6$ and $c/v\approx z^2/6$: weak desorption lets the wave creep. For $z\gg1$, $c/v\to1$. Each step then collects from a strip of width about $x_s$ on either side and does not notice its neighbours, so all steps move equally fast and carry the pattern with them.

Simulated step trains with 200 steps per wavelength gave $c/v=0.0406$, 0.4486 and 0.9326 at $z=0.5$, 2 and 5. The formula gives 0.0405, 0.4486 and 0.9326.

With desorption, $c$ depends on density: $dc/dL=-LV''$, which is positive for $R>0$ because $\tanh$ is concave. Sparse regions travel faster than dense ones, and a large wave steepens where a sparse region follows a dense one. Once the density changes over a few terraces, the assumption $q=q(\rho)$ no longer holds.

## Third generalization: a finite number of steps per wavelength

Return to no desorption, and ask what the continuum description left out. Let step $n$ sit at $x_n$, with the terrace $l_n=x_{n+1}-x_n$ in front of it. That terrace sends a flow $g(l_n)$ back to step $n$ and $b(l_n)$ forward to step $n+1$. Therefore

$$\frac{dx_n}{dt}=g(l_n)+b(l_{n-1}),\qquad g(l)+b(l)=Fl .$$

The second relation is conservation of atoms. Perturb the uniform train:

$$x_n=nL+vt+\varepsilon e^{in\phi+\sigma t},\qquad \phi=\frac{2\pi}{N}.$$

The widths $l_n$ and $l_{n-1}$ change by $\varepsilon e^{in\phi+\sigma t}$ times $(e^{i\phi}-1)$ and $(1-e^{-i\phi})$. To first order in $\varepsilon$,

$$\sigma=g'(e^{i\phi}-1)+b'(1-e^{-i\phi})=i(g'+b')\sin\phi-(g'-b')(1-\cos\phi).$$

Since $g'+b'=F$, writing $s=(g'-b')/F$ at $l=L$ gives

$$\sigma=iF\sin\phi-sF(1-\cos\phi).$$

The index $n$ moves with the steps. To return to the laboratory, put $n=(x-vt)/L$. The phase becomes

$$\frac{\phi}{L}(x-vt)+Ft\sin\phi=kx-\omega t,\qquad k=\frac{\phi}{L},\quad \omega=F(\phi-\sin\phi),$$

where $v/L=F$ was used. The crests therefore move at

$$\frac{\omega}{k}=v\left(1-\frac{\sin\phi}{\phi}\right)\approx\frac{v\phi^2}{6},$$

and a packet of such waves moves at $d\omega/dk=v(1-\cos\phi)\approx v\phi^2/2$.

The term $F\phi$ is transport by the steps. The term $F\sin\phi$ is the backward motion of the disturbance from step to step. When steps are fed at least partly from the front, a step with a wide terrace ahead speeds up, and so widens the terrace behind it. For long waves the two cancel at first order in $\phi$.

**Short-wave limit.** At $\phi=\pi$ wide and narrow terraces alternate. Then $\sin\phi=0$, the backward motion vanishes, and the crests travel at $v$. The standing wave is a long-wavelength result.

**How fixed is fixed?** During one crossing, $N/F$, the crests shift by a fraction $\phi^2/6$ of the wavelength. The amplitude changes by a factor $e^{-\Gamma}$ with

$$\Gamma=sF(1-\cos\phi)\frac NF\approx\frac{sN\phi^2}{2}=\pi s\phi ,$$

because $N\phi=2\pi$. Both corrections vanish as $N$ grows. Over many crossings they accumulate. The sign of $s$ also matters: if steps were fed mainly from behind, $s<0$, the disturbance would grow into step bunches.

**A case with $s>0$.** Let atoms meet a barrier when they descend over an edge. On a terrace from $0$ to $l$, $Du''=-F$, with $u(0)=0$ at the ascending edge and $u(l)=-d\,u'(l)$ at the descending one; $d$ is the attachment length of the barrier. Insert $u=Bx-Fx^2/2D$ in the second condition:

$$Bl-\frac{Fl^2}{2D}=-d\left(B-\frac{Fl}{D}\right)\quad\Rightarrow\quad DB=Fl\,\frac{l/2+d}{l+d}=g(l).$$

Then $b=Fl-g=Fl(l/2)/(l+d)$ and $g-b=Fld/(l+d)$. Differentiating at $l=L$,

$$s=\frac{d^2}{(L+d)^2}.$$

This runs from 0 without a barrier to 1 for an impassable one. The barrier damps the wave and does not enter $\omega$. For $d=3L$ and $N=40$, $s=0.5625$ and the predicted damping rate is $0.5625\,(1-\cos0.1571)F=0.00693F$. The simulation gave $0.006925F$, with a drift of $0.00411v$, the value of $1-\sin\phi/\phi$.

## Back to the silicon surface

The step height is 0.3136 nm, so

$$L=\frac{0.3136\ \text{nm}}{\tan0.5^\circ}=35.9\ \text{nm},\qquad v=0.1\ \text{s}^{-1}\times35.93\ \text{nm}=3.59\ \text{nm/s},$$

or about 13 µm/h. With $N=40$, $\phi=0.1571$ and $\phi^2/6=0.00411$. The crests drift at $0.00411\times3.59=0.0148$ nm/s, which makes 5.9 nm in 400 s, or 0.41 % of the wavelength. This is the remainder noted at the start, and it comes from the discreteness of the steps. It is the small-amplitude value. At larger amplitude the motion of the densest point depends on the shape of the wave. Take steps fed equally from both sides. With a 10 % sinusoidal modulation of the density, the fundamental Fourier component still moves by 6.0 nm, but the profile distorts and its densest point moves by only about 0.8 nm. If instead the terrace widths vary sinusoidally from step to step by 10 %, the densest point moves by 5.9 nm.

The neglected effects are sized with rough energies: 1.0 eV for diffusion, 3.2 eV for desorption and 1.0 eV for creating an adatom at a step, with an attempt frequency of $10^{13}$ s$^{-1}$. These describe a dilute adatom gas, $\theta_{eq}=6.3\times10^{-5}$. Real Si(111) at 1200 K is in its 1×1 phase, where the adatom coverage is reported to be of order 0.1 bilayer. At the same $D$ and sublimation rate, such a coverage makes desorption and islands less important than estimated below, but it makes moving edges and step repulsion more important.

- *Desorption.* These inputs give $D=2.3\times10^7$ nm²/s, $\tau=2.75$ s and $x_s=8.0$ µm. Hence $z=0.0045$ and $c\approx vz^2/6=1.2\times10^{-5}$ nm/s, about a thousandth of the drift. This assumes fast attachment at the steps. With an attachment length of $10L$ at both edges, adatoms stay longer on the terrace and the speed rises to about $3.7\times10^{-4}$ nm/s, still only 2.5 % of the drift.
- *Moving edges.* Here $vL/D=5.5\times10^{-6}$, so diffusion is fast compared with step motion. With fast attachment this is enough to neglect the motion. With an attachment length $d$ at both edges it is not: a moving step sweeps up the equilibrium adatoms, which gives an effective $s\approx-2\theta_{eq}\,[2d/(2d+L)]^2$ however small $vL/D$ is. For $d=10L$ this is negligible at $\theta_{eq}=6.3\times10^{-5}$. At $\theta_{eq}=0.1$ it is about $-0.18$, the wave grows by about 9 % per crossing, and the drift rises by about 5 %.
- *Islands.* Without a barrier and with $\tau\to\infty$, the excess coverage peaks at $FL^2/8D=6.9\times10^{-7}$, which is 1.1 % of $\theta_{eq}=6.3\times10^{-5}$. The driving energy per atom is $\Delta\mu=kT\ln1.011\approx0.0011$ eV. An island of radius $r$ costs $2\pi r\beta-\pi r^2\Delta\mu/\Omega$, with $\beta=0.3$ eV/nm a rough step energy and $\Omega=0.064$ nm² the area per atom. The maximum, at $r=\beta\Omega/\Delta\mu$, is $\pi\beta^2\Omega/\Delta\mu=16$ eV, or 155 $kT$. An impassable descending edge raises the peak excess to $FL^2/2D$, four times as much, and lowers this to about 39 $kT$. Both figures are low estimates, because they apply the peak excess over the whole island. Without a barrier the critical radius is about 17 nm, so the island would nearly fill the terrace, and the excess is smaller away from its peak. The figures depend strongly on the rough energies: raising the cost of creating an adatom by 0.2 eV would lower them to about 23 and 6 $kT$. They also assume that atoms attach readily at the ascending edge. With the original energies but slow attachment at both edges, described by an attachment length of $10L$ at each, the barrier would be only about 4.5 $kT$. The neglect of islands is therefore conditional on these inputs and on fast attachment.
- *One-sided attachment.* For $s=1$ the wave keeps 61 % of its amplitude after one crossing. Among the effects sized here this is the largest. To first order in the amplitude, it weakens the wave without changing its drift.

The example is meant for slow growth from a beam of silicon atoms. In chemical vapour deposition, hydrogen or chlorine from the precursor can stay on the surface and change the energies, so the values above should not be carried over. Uniform incorporation is also a delicate assumption there. By $c=mv$, a dependence as weak as $F\propto\rho^{0.01}$ gives 0.036 nm/s, more than twice the drift found above. Current passed through a Si(111) crystal to heat it can also bunch the steps, and real steps meander; the model excludes both. Its standing wave is thus a statement about straight steps, uniform incorporation, no islands, fast attachment or a dilute adatom gas, negligible desorption, many steps per wavelength and steps that are not fed mainly from behind. The last condition matters because for $s<0$ the shortest waves grow fastest. At $\phi=\pi$ the factor in one crossing is $e^{2|s|N}$, about 3000 for $s=-0.1$ and $N=40$, so small irregularities can overwhelm the long wave. This leaves out the repulsion between steps, which damps the shortest waves most and scales with $D\theta_{eq}$. With the rough inputs above it changes the $\phi=\pi$ amplitude by only $e^{-0.03}$ per crossing. At $\theta_{eq}=0.1$ with fast attachment it gives about $e^{-46}$, and the fastest-growing wave is then a longer one. The numerical output below lists the inputs and the main results.

## Computed results

```
INPUTS (rough typical values for Si(111))
temperature = 1200 K; kT = 0.1034 eV
miscut = 0.5 degree
deposition rate F = 0.10 bilayer/s
steps per wavelength N = 40
attempt frequency = 1.0e+13 1/s
diffusion energy = 1.0 eV
desorption energy = 3.2 eV
adatom formation energy = 1.0 eV
step energy = 0.30 eV/nm
step repulsion coefficient = 0.050 eV nm
STEP FLOW AND STANDING WAVE
step height = 0.3136 nm
terrace width L = 35.93 nm
step density = 0.02783 1/nm
step speed v = 3.593 nm/s = 12.93 um/h
film growth rate = 112.9 nm/h
wavelength = 1437 nm
time for steps to cross one wavelength = 400 s
phase per step phi = 0.1571 rad
crest drift, formula = 0.01476 nm/s
crest drift, moving-step simulation = 0.01476 nm/s
crest drift / step speed = 0.00411
crest shift during one crossing = 5.90 nm
group speed = 0.04424 nm/s
NEGLECTED EFFECTS
diffusion coefficient D = 2.33e+07 nm^2/s
adatom lifetime = 2.75 s
desorption length x_s = 8001 nm
L/x_s = 0.00449
sublimation rate = 2.29e-05 bilayer/s
wave speed caused by desorption = 1.21e-05 nm/s
finite diffusion speed, v*L/D = 5.55e-06
amplitude left after one crossing, one-sided limit = 0.611
damping rate from step repulsion = 2.76e-09 1/s
equilibrium adatom coverage = 6.31e-05
peak excess adatom coverage = 6.93e-07
peak relative supersaturation = 0.0110
island nucleation barrier = 16.0 eV = 155 kT
WAVE SPEED / STEP SPEED WITH DESORPTION (dimensionless)
L/x_s = 0.5: formula 0.0405, simulation 0.0406
L/x_s = 2.0: formula 0.4486, simulation 0.4486
L/x_s = 5.0: formula 0.9326, simulation 0.9326
LARGE WAVE, 40 % DENSITY MODULATION, HALF A CROSSING
standing-profile error / count amplitude, N=100: 0.00927
standing-profile error / count amplitude, N=200: 0.00238
carried-profile error / count amplitude, N=200: 1.86
BARRIER TEST (lengths in L, rates in F, N=40)
attachment length d = 3.0; asymmetry s = 0.5625
measured damping rate = 0.006925; measured drift/v = 0.004107
```
